Eilenberger equation, normalization, and stable directions of the Riccati amplitudes

The Gorkov Green function of an inhomogeneous superconductor oscillates on the Fermi wavelength, while the gap varies on the much longer length ħv/Δ₀. Removing the oscillation gives a transport equation for a 2×2 matrix g along straight lines, but two things then go wrong. The equation is homogeneous, so any multiple of a solution, plus any multiple of the unit matrix, is again a solution. It also has one mode that grows along the line and one that grows against it, so marching from either end amplifies errors. In the example below the e-folding length is 33 nm. The cure has three parts: a normalization taken from the source term, two scalar amplitudes a and b, and a definite direction of integration for each.

**Assumptions**

The system is a clean spin-singlet mean-field superconductor with Nambu Hamiltonian

H = [[ξ(p − qA), Δ], [Δ*, −ξ(p + qA)]],  ξ(p) = p²/2m − E_F,

and G = (iω − H)⁻¹. The fields Δ(r) and A(r) are given, bounded, and vary on a scale ξ₀ = ħv/Δ₀ ≫ 1/k_F, with |ω|, |Δ|, |q v A| ≪ E_F. A trajectory is a line r = r₀ + s v̂ along the Fermi velocity, unbounded in both directions; a prime means d/ds. The frequency may be complex, with η = Re ω ≠ 0: a Matsubara frequency is real, and the retarded case is ω = δ − iE. Define

ω̃ = ω − i q v·A,  K = [[ω̃, iΔ], [−iΔ*, −ω̃]].

Since A is real, Re ω̃ = η. For constant fields Ω = √(ω̃² + |Δ|²) with Re Ω > 0; the radicand cannot be real and non-positive, because that needs η = 0.

**Theorem**

To leading order in Δ₀/E_F, with g = (i/π)∫dξ Gτ₃ integrated symmetrically about ξ = 0:

(i) ħv g′ + [K, g] = 0.

(ii) g² = 1 and tr g = 0.

(iii) g = [[g₀, if], [−if†, −g₀]] with g₀ = (1 − ab)/(1 + ab), f = 2a/(1 + ab), f† = 2b/(1 + ab), where

ħv a′ = Δ − 2ω̃a − Δ*a²,  ħv b′ = −Δ* + 2ω̃b + Δb².

(iv) For η > 0, |a| < 1 and |b| < 1. Two solutions of the a equation inside the unit disc approach each other along v, in the distance d = artanh|(a₁ − a₂)/(1 − a₁*a₂)|, at least as fast as exp(−2ηs/ħv), for any profile. The same holds for b against v.

(v) Let η > 0, and let a₁ ≠ a and b₁ ≠ b be any other solutions of the two equations, continued through any poles. Then −1/a₁ approaches b when followed against v, and −1/b₁ approaches a when followed along v.

**Lemma 1 (two-sided inverse).** 𝒢 = Gτ₃ is the left and right inverse of iK − ξ(p).

Proof. From (iω − H)G = 1, multiply by τ₃ on both sides: τ₃(iω − H)𝒢 = τ₃τ₃ = 1. From G(iω − H) = 1, insert τ₃τ₃: 𝒢 τ₃(iω − H) = 1. Expanding ξ(p ∓ qA) = ξ ∓ q v·A, with the A² term dropped as smaller by qA/p_F,

τ₃(iω − H) = (iω + q v·A)τ₃ − Δ̃ − ξ,  Δ̃ = [[0, Δ], [−Δ*, 0]].

Now iω + q v·A = iω̃ and K = ω̃τ₃ + iΔ̃, so iK = iω̃τ₃ − Δ̃. ∎

The factor τ₃ makes the large term ξ proportional to the unit matrix, so that it can cancel.

**Proof of (i).** Subtract the right equation from the left one:

[iK, 𝒢] − [ξ, 𝒢] = 0,

as operators. Write 𝒢(r, r′) = ∫d³p/(2πħ)³ exp(ip·ρ/ħ) 𝒢(p, R), with ρ = r − r′ and R = (r + r′)/2. A component exp(iQ·R/ħ) carries momentum p + Q/2 in r and p − Q/2 in r′, so [ξ, 𝒢] multiplies it by ξ(p + Q/2) − ξ(p − Q/2) = p·Q/m, and Q becomes −iħ∇_R. For the other term, K(R ± ρ/2) = K ± ½ρ·∇K + …, and ρ becomes iħ∇_p after integration by parts. Hence

iħ(p/m)·∇_R 𝒢 + i[K, 𝒢] + i(iħ/2)(∇K·∇_p𝒢 + ∇_p𝒢·∇K) + … = 0.

The gradient term is not small as it stands. Its radial part contains ħv ∂ₛK ∂𝒢/∂ξ, of order ħv(Δ₀/ξ₀)(𝒢/Δ₀) = Δ₀𝒢, the same as the commutator. It is a total ξ derivative, however, as are the radial parts of the higher terms, and 𝒢 falls off as −1/ξ, so these terms integrate to zero. The angular part of ∇_p is of order 1/p_F instead of v/Δ₀ and is smaller by Δ₀/E_F. Replacing p/m by v costs the same order, since the R-dependent part of 𝒢 has an even tail of order 1/ξ²: with the extra factor ξ/E_F this tail cancels in the symmetric integral, and what remains converges at |ξ| ~ Δ₀. Integrating over ξ and multiplying by 1/π gives (i). ∎

Bulk value. For constant K, direct multiplication gives K² = (ω̃² + |Δ|²)1 = Ω²1, so (iK − ξ)(iK + ξ) = −(Ω² + ξ²) and

𝒢 = −(iK + ξ)/(Ω² + ξ²).

The odd term drops, ∫dξ/(Ω² + ξ²) = π/Ω, and g = (i/π)(−iK)(π/Ω) = K/Ω. Thus g₀ = ω̃/Ω, f = Δ/Ω, f† = Δ*/Ω.

Remark 1 (what (i) leaves open). The (1,2) element of [K, g] is ω̃·if − iΔg₀ − g₀iΔ + if·ω̃ = 2i(ω̃f − Δg₀), the (2,1) element is −iΔ*g₀ + iω̃f† + iω̃f† − iΔ*g₀ = 2i(ω̃f† − Δ*g₀), and the (1,1) element is Δf† − Δ*f. So

(2ω̃ + ħv∂ₛ)f = 2Δg₀,  (2ω̃ − ħv∂ₛ)f† = 2Δ*g₀,  ħv g₀′ = Δ*f − Δf†.

Since g² obeys the same commutator equation and a commutator has no trace, tr g and tr g² are constant along s, with values that (i) does not fix. In the bulk let P± = (1 ± K/Ω)/2, so KP± = ±ΩP±. Then [K, P₊XP₋] = 2ΩP₊XP₋ and [K, P₋XP₊] = −2ΩP₋XP₊, while P±XP± commute with K. The four modes vary as exp(κs) with κ = −2Ω/ħv, +2Ω/ħv, 0, 0.

**Lemma 2 (source term).** The envelope 𝒢(s, s′) = ∫dξ/(2πħv) exp[iξ(s − s′)/ħv] 𝒢(ξ) satisfies iħv 𝒢(s ± 0, s) = (g ± 1)/2.

Proof. On exp(ip_F·r/ħ) times a slow function, ξ(p) acts as −iħv∂ₛ − ħ²∇²/2m, and the second term is smaller by Δ₀/E_F. The left equation of Lemma 1 becomes

i(K + ħv∂ₛ)𝒢(s, s′) = δ(s − s′).

Integrating across s′ gives the jump iħv[𝒢(s+0, s) − 𝒢(s−0, s)] = 1. At s = s′ the symmetric ξ integral yields the mean of the two limits, ∫dξ 𝒢/(2πħv) = (π/i)g/(2πħv) = g/(2iħv). Mean plus or minus half the jump is the claim. ∎

**Lemma 3 (one decaying solution at each end).** The system ħvψ′ = −Kψ, ψ = (u, w), has up to a factor one solution ψ₊ that decays at +∞ and one ψ₋ that decays at −∞; all others grow there. With J = ψ†τ₃ψ = |u|² − |w|² and η > 0, J > 0 on ψ₊ and J < 0 on ψ₋ for all s.

Proof. ħvJ′ = −ψ†(K†τ₃ + τ₃K)ψ. The part iΔ̃ of K is Hermitian and anticommutes with τ₃, so it drops out; the part ω̃τ₃ gives ω̃* + ω̃. Therefore

ħvJ′ = −2η ψ†ψ.

J decreases strictly. If J ≤ 0 at some point, it is negative afterwards, and ψ†ψ ≥ −J gives ħv(−J)′ ≥ 2η(−J): the solution grows exponentially toward +∞. For existence, let C(s₁) be the set of ratios u:w at a fixed s₀ whose solutions have J(s₁) ≥ 0. It is closed and non-empty on the compact Riemann sphere, and it shrinks as s₁ increases, because J decreases. The intersection is therefore non-empty and gives a solution with J > 0 everywhere. For it ∫|ψ|²ds ≤ ħvJ(s₀)/2η over s > s₀; with K bounded, ψ′ is square integrable too, so ψ → 0. Because tr K = 0 the determinant of two solutions is constant, so two decaying solutions have determinant zero and are proportional. Reversing s reverses the sign of J and gives ψ₋. A factor cannot change the sign of J, so ψ₊ and ψ₋ are independent. For η < 0 the signs of J are exchanged. ∎

**Proof of (ii).** 𝒢(s, s′) is bounded as |s − s′| → ∞, and its columns solve the homogeneous system on each side of s′. They are multiples of ψ₊ for s > s′ and of ψ₋ for s < s′. By Lemma 2, B₊ = (1 + g)/2 maps into multiples of ψ₊(s), B₋ = (1 − g)/2 maps into multiples of ψ₋(s), and B₊ + B₋ = 1. Then ψ₊ = B₊ψ₊ + B₋ψ₊, and since the split along two independent vectors is unique, B₋ψ₊ = 0. Likewise B₊ψ₋ = 0. These read gψ± = ±ψ±, so g = Sτ₃S⁻¹ with S = (ψ₊, ψ₋), which gives g² = 1 and tr g = 0. ∎

No bulk region was needed. From ħvS′ = −KS and ħv(S⁻¹)′ = S⁻¹K one also gets ħv g′ = −Kg + gK, a second proof of (i). Any solution of (i) is SXS⁻¹ with constant X, since the derivative of S⁻¹gS vanishes, and its eigenvectors can therefore be taken as solutions ψ.

Remark 2 (failure on a closed trajectory). On a uniform ring of length L with A = 0, periodicity of the full wave allows ξₙ = (ħv/L)(2πn + χ), χ = −k_F L modulo 2π. The integral ∫dξ/(2πħv) becomes (1/L)Σₙ, so g = (2iħv/L)Σₙ(iK − ξₙ)⁻¹. On the range of P± put iK = ±iΩ and λ = ΩL/ħv. With Σₙ 1/(z − 2πn) = ½cot(z/2), z = ±iλ − χ, and cot(iy) = −i coth y,

g = P₊ coth((λ + iχ)/2) − P₋ coth((λ − iχ)/2).

This commutes with K and solves (i), but g² − 1 = P₊/sinh²((λ + iχ)/2) + P₋/sinh²((λ − iχ)/2), of order 4exp(−λ) for a long ring. For ω = 0.6, |Δ| = 0.8 (so Ω = 1), λ = 2, χ = 1 an explicit sum agrees with the formula, and the largest element of g² − 1 has modulus 0.47. Because coth(x/2) = 1 + 2Σₘ exp(−mx), m ≥ 1, averaging over χ removes every correction and returns K/Ω; the truncated numerical sum does so to 4.1×10⁻⁵.

**Proof of (iii).** For η > 0, Lemma 3 gives |u| > |w| on ψ₊ and |u| < |w| on ψ₋. So ψ₊ ∝ (1, −ib) and ψ₋ ∝ (−ia, 1) with |a|, |b| < 1, and 1 + ab ≠ 0. Column factors cancel in Sτ₃S⁻¹. With det S = 1 − (−ia)(−ib) = 1 + ab,

g = (1 + ab)⁻¹ [[1, ia], [−ib, −1]] · [[1, ia], [ib, 1]] = (1 + ab)⁻¹ [[1 − ab, 2ia], [−2ib, ab − 1]].

It follows that a = f/(1 + g₀) and b = f†/(1 + g₀). In components, ħv u′ = −ω̃u − iΔw and ħv w′ = iΔ*u + ω̃w. For r = u/w, r′ = u′/w − r w′/w, so

ħv r′ = −iΔ − 2ω̃r − iΔ*r².

Putting r = −ia, r² = −a², gives −iħv a′ = −iΔ + 2iω̃a + iΔ*a², and division by −i gives the a equation. For y = w/u, ħv y′ = iΔ* + 2ω̃y + iΔy²; putting y = −ib gives −iħv b′ = iΔ* − 2iω̃b − iΔb², the b equation. ∎

In the bulk a = Δ/(ω̃ + Ω) and b = Δ*/(ω̃ + Ω). Physically a is, up to a phase, the electron-to-hole ratio of the wave that dies away behind the point s. It depends on the trajectory behind s alone, and b on the trajectory ahead.

**Proof of (iv).** Linearizing, ħv δa′ = −2(ω̃ + Δ*a)δa, so

ħv(ln|δa|)′ = −2η − 2Re(Δ*a).

The right side can be positive, when Δ*a points against its bulk sign. Next,

ħv(|a|²)′ = 2Re[a*(Δ − 2ω̃a − Δ*a²)] = −4η|a|² + 2Re(Δ*a)(1 − |a|²),

using Re(Δa*) = Re(Δ*a). At |a| = 1 this is −4η < 0, so no solution leaves the disc along v. Dividing by −(1 − |a|²),

ħv[ln(1 − |a|²)]′ = 4η|a|²/(1 − |a|²) − 2Re(Δ*a).

For ρ = |δa|/(1 − |a|²) the gap terms cancel in the difference:

ħv(ln ρ)′ = −2η − 4η|a|²/(1 − |a|²) = −2η(1 + |a|²)/(1 − |a|²) ≤ −2η.

For finite separation, measure curves by ∫|dz|/(1 − |z|²). The map m(z) = (z − a₁)/(1 − a₁*z) has |dm/dz| = (1 − |a₁|²)/|1 − a₁*z|² and 1 − |m|² = (1 − |a₁|²)(1 − |z|²)/|1 − a₁*z|², so it preserves lengths and sends a₁ to 0. From 0 the radial path is shortest, since |dz| ≥ |d|z||, with length artanh|m(a₂)| = d. The flow carries the shortest curve into a curve whose every element has shrunk by at least exp(−2ηs/ħv), so d has too. The ordinary error obeys |a₁ − a₂| = |1 − a₁*a₂| tanh d ≤ 2d. For b set σ = −s: ħv db/dσ = Δ* − 2ω̃b − Δb², the a equation with Δ and Δ* exchanged. ∎

Remark 3 (bound and actual rate). The rate 2η is a bound, reached at a = 0. At the bulk point ω̃ + Δ*a = ω̃ + (Ω² − ω̃²)/(ω̃ + Ω) = Ω, and the rate is 2Re Ω. In the retarded case with small δ and A = 0 this is 2√(|Δ|² − E²) below the gap, but 2δ|E|/√(E² − |Δ|²) above it, which vanishes with δ: the direction stays right, but a wrong starting value is then, away from the gap edge, forgotten only over a length of order ħv/δ.

**Proof of (v).** Any solution a₁ equals iu/w for some ψ. If ψ is not ψ₋, Lemma 3 with s reversed says that J becomes positive and stays so toward −∞, which means |a₁| > 1. Then β = −1/a₁ lies in the disc, and ħvβ′ = ħv a₁′/a₁² = Δβ² + 2ω̃β − Δ*, the b equation. By (iv) β → b against v. The statement for b is the mirror image. ∎

Remark 4 (the pole). For constant real Δ > 0, ω > 0 and A = 0, ħv a′ = −Δ(a − a₊)(a − a₋) with a± = (−ω ± Ω)/Δ. For Y = (a − a₊)/(a − a₋), ħv(ln Y)′ = −Δ[(a − a₋) − (a − a₊)] = −2Ω. A real seed a = a₊ + ε has Y = ε/(ε + 2Ω/Δ). Going backward a distance l multiplies Y by exp(2Ωl/ħv), and a is infinite at Y = 1. For ε > 0,

l = (ħv/2Ω) ln(1 + 2Ω/(Δε)).

A small ε < 0 makes Y negative, and a slides to a₋ = −1/b with no pole to signal the fault.

Remark 5 (η < 0). Lemma 3 now gives |a|, |b| > 1, and both are infinite in the normal state. The bounded amplitudes are α = 1/a and β = 1/b. From α′ = −a′/a², ħvα′ = Δ* + 2ω̃α − Δα², the a equation with Δ* for Δ and −ω̃ for ω̃, whose real part is positive; α is stable along v. Likewise ħvβ′ = −Δ − 2ω̃β + Δ*β² is stable against v. Multiplying through by αβ, g₀ = (αβ − 1)/(αβ + 1), f = 2β/(1 + αβ), f† = 2α/(1 + αβ). The bounded amplitude in the numerator of f therefore changes direction with the sign of η.

Remark 6 (limits). Lemma 3 uses that the off-diagonal entries contain Δ and its complex conjugate; a self-energy without that structure needs a new argument. Structure on the scale 1/k_F mixes trajectories and breaks Lemma 2 at that point. The amplitudes that leave it depend on those arriving along other trajectories, so g can differ from the single-line result on both sides of that point (through a beyond it, through b before it), over a distance of order ħv/(2 Re Ω) where the gap is uniform. It need not differ: on a chain with a uniform gap and A = 0, where all arriving amplitudes are equal, a non-magnetic barrier leaves g at its bulk value apart from terms oscillating at 2k_F.

**Comparison with the full Gorkov equations**

The test inverts iω − H on a tight-binding chain with hopping t, spacing 1, k_F = 1.2, ħv = 2t sin k_F = 1.8641 t, for Δ = Δ₀(1 − 0.6 sech X) exp(1.2i tanh X), qvA = 0.8Δ₀ sech X, X = x/ξ₀, ω = 0.5Δ₀. Both directions contribute. Lemma 2 gives 2iħv𝒢(x+1, x) = exp(ik_F)(g₊ + 1) + exp(−ik_F)(g₋ − 1), and 2iħv𝒢(x, x+1) = exp(−ik_F)(g₊ − 1) + exp(ik_F)(g₋ + 1). In the difference the unit matrices cancel, so

iħv𝒢(x, x) = (g₊ + g₋)/2,  ħv[𝒢(x+1, x) − 𝒢(x, x+1)]/sin k_F = g₊ − g₋,

after the Peierls phase of the bond is removed. Over seven probe points the largest element of g(chain) − g(Riccati) is 4.13×10⁻³, 2.07×10⁻³, 1.03×10⁻³ for Δ₀/t = 0.02, 0.01, 0.005, against elements of order one, and the largest element of g² − 1 is 7.5, 3.8, 1.9 times 10⁻³. The error is linear in Δ₀/t. Its size can be estimated on a uniform chain. For K = +Ω, 𝒢(x, x) = −i/√(4t² − z²), z = μ + iΩ, μ = −2t cos k_F, and expansion gives iħv𝒢 = 1 + iμΩ/(ħv)²; for K = −Ω it gives −1 + iμΩ/(ħv)². The correction is 2cos(1.2)/1.8641² = 0.21 times Ω/t. With the bulk value Ω = √1.25 Δ₀ = 1.12Δ₀ this is 0.23 times Δ₀/t, of the same size as the observed 4.13×10⁻³/0.02 = 0.21 times Δ₀/t; that this term dominates for the varying profile is a conjecture. At Δ₀/t = 0.005, reversing the sign of A in the Riccati equations alone, as a control, raises the mismatch to 1.1, and ω = −0.5Δ₀ with α and β gives 1.03×10⁻³.

On the same profile over 4ξ₀, from X = −2 to 2 with the starting value a = 0.3 + 0.2i (the numbers depend on this choice), finite differences reproduce the rate formula: ln ρ changes by −5.47 at ω = 0.5Δ₀ (bound −4.00), and with δ = 0.05Δ₀ by −0.96 at E = 0.3Δ₀ and −0.44 at E = 1.3Δ₀ (bound −0.40). Over a fixed length, with a starting value held fixed inside the disc as δ → 0, the formula makes the change vanish with δ at either energy, so these numbers test the formula and not the bulk rates of Remark 3. The physical a at E = 0.3Δ₀ is not such a start: it moves toward the unit circle as δ → 0, and its change stays finite. That the change at E = 1.3Δ₀ is only 10% larger than the bound belongs to this profile and starting value, since in the bulk with A = 0 Remark 3 gives 1.3/√(1.3² − 1) ≈ 1.6 times the bound. The a and b values coincide because this profile has Δ(−X) = Δ*(X) and even A, which makes the reversed b equation identical to the a equation.

**Worked example: a sign change of the gap**

Take round model parameters Δ₀ = 1 meV, v = 10⁵ m/s, T = 0.5 K, A = 0, and a prescribed gap Δ = Δ₀ tanh(s/ξ₀), whose self-consistency is not claimed. Then ξ₀ = 65.8 nm, ω = πk_BT = 0.1354 meV and Ω = √(1 + 0.1354²) = 1.0091 meV. The bulk healing length is ħv/2Ω = 32.6 nm; the guaranteed length is ħv/2ω = 243 nm. Four digits are kept below to let the arithmetic be followed.

In units Δ₀ = ħv = 1, let f_s = (f + f†)/2 and f_a = (f − f†)/2. The sum and difference of the equations of Remark 1 are f_a′ + 2ωf_s = 2Δg₀ and f_s′ + 2ωf_a = 0, with g₀′ = 2Δf_a. Try f_s = tanh s/Ω. Then f_a = −sech²s/(2ωΩ), and with (sech²s)′ = −2 tanh s sech²s, g₀ = [ω + sech²s/2ω]/Ω. The remaining equation holds, both sides being tanh s (2ω + sech²s/ω)/Ω. Also g₀² + f_s² − f_a² = (ω² + sech²s + tanh²s)/Ω² = 1. The amplitudes f/(1 + g₀) and f†/(1 + g₀) tend to ∓1/(ω + Ω) at ∓∞, inside the disc, so by (v) they are the physical a and b. The bulk modulus is 1/1.1445 = 0.8738.

At the centre a(0) = −1/(2ωΩ + 2ω² + 1) = −1/(ω + Ω)² = −0.7635 = −b(0), which the integrations in the stable directions reproduce. With ab = −0.5829, g₀(0) = 1.5829/0.4171 = 3.795 and f(0) = −f†(0) = −3.660, so g₀² + ff† = 14.40 − 13.40 = 1. Normalization does not bound g₀ by one. The large value, near 1/2ω, reflects a zero-energy bound state: at ω = 0, u = iw turns both component equations into w′ = −Δw, solved by w = sech s. The chain at Δ₀/t = 0.005 gives Re g₁₁ = 3.7946 next to the centre, equal to the closed form at that precision.

Just past the centre Δ is positive while a is still negative. The local rate ω + Δa vanishes at s = 0.1912 ξ₀ (12.6 nm), where tanh s · a = 0.1889 × (−0.7167) = −0.1354, and again at 1.1576 ξ₀ (76.2 nm), where a = −0.1650. Between these points |δa| grows by 1.235. Meanwhile 1 − a² rises from 0.4863 to 0.9728, so ρ changes by 1.2353 × 0.4863/0.9728 = 0.618, below the bound exp(−2 × 0.1354 × 0.9664) = 0.770. The growth of |δa| is the price of moving inward in the disc.

Starting from the wrong value a = 0 at s = −395 nm = −6ξ₀, the initial distance is artanh 0.8738 = 1.349 and the bound at the centre is 1.349 × exp(−1.624) = 0.27. The actual distance is 7.1×10⁻⁵, an error 7.14×10⁻⁵ × 0.4171 = 3.0×10⁻⁵ in a(0), or 4×10⁻⁵ of |a(0)|. The bound is loose here because |a| is close to one on most of the path, where the factor (1 + |a|²)/(1 − |a|²) approaches Ω/ω.

In the wrong direction, starting at |s| = 921.5 nm with seeds of 10⁻⁴ of the sign that avoids the pole, a(0) arrives at −1.310 = −1/b(0) and b(0) at +1.310 = −1/a(0). Both are smooth and finite up to the centre; beyond it a = −1/b has a pole where b = 0, at sinh 2s = −1/ω, s = −1.35 ξ₀ (−89 nm), and b has the mirror pole. Used together they give ab → 1/(ab), hence g₀ → −g₀: normalized, a solution of (i), and of the wrong sign. In the uniform gap a seed ε = +10⁻⁶ meets the pole after ln(1 + 2.0182×10⁶)/2.0182 = 14.518/2.0182 = 7.193 ξ₀, or 473 nm, as the backward integration confirms. The numerical output follows.

Computed results

```
bulk test: w=0.6, |D|=0.8, Omega=1.0000 (D0 units)
bulk modes (1/xi0): [-2.  0.  0.  2.]
ring lambda=2.0, chi=1.0: max|g^2-1|=0.4704
ring, chi-averaged: max|g-K/Omega|=4.1e-05
chain: kF a=1.2, hbar v=1.8641 t a, w=0.5 D0
D0/t=0.02: max|g_chain-g_Ricc|=4.13e-03, max|g^2-1|=7.52e-03
D0/t=0.01: max|g_chain-g_Ricc|=2.07e-03, max|g^2-1|=3.76e-03
D0/t=0.005: max|g_chain-g_Ricc|=1.03e-03, max|g^2-1|=1.88e-03
error ratios on halving D0/t: 2.001, 2.001
control, sign of A reversed: mismatch=1.116
w=-0.5 D0, D0/t=0.005: mismatch=1.03e-03
w=0.5+0.0i, a: ln rho change=-5.4743, formula=-5.4743, bound=-4.00
w=0.5+0.0i, b: ln rho change=-5.4743, formula=-5.4743, bound=-4.00
w=0.05-0.3i, a: ln rho change=-0.9575, formula=-0.9575, bound=-0.40
w=0.05-0.3i, b: ln rho change=-0.9575, formula=-0.9575, bound=-0.40
w=0.05-1.3i, a: ln rho change=-0.4403, formula=-0.4403, bound=-0.40
w=0.05-1.3i, b: ln rho change=-0.4403, formula=-0.4403, bound=-0.40
example: D0=1.0 meV, v=1.0e+05 m/s, T=0.5 K
xi0=hbar v/D0=65.82 nm
w=pi kB T=0.13536 meV, Omega=1.00912 meV
bulk |a|=|b|=0.87376, bulk g=0.13414
bulk healing length hv/2Omega=32.61 nm
guaranteed length hv/2w=243.13 nm
a(0)=-0.76345, b(0)=0.76345
g(0)=3.79459, f(0)=-3.66045, f+(0)=3.66045
chain D0/t=0.005 at s=0.00134 xi0: Re g11=3.7946, closed form=3.7946
|da| grows for s from 12.58 nm to 76.19 nm
  window in xi0: 0.1912 to 1.1576; a=-0.71670 to -0.16502
  |da| factor=1.2353, rho factor=0.6176, bound=0.7698
start a=0 at s=-394.9 nm: |error a(0)|=2.98e-05
  hyperbolic distance at 0=7.14e-05, bound=2.66e-01
wrong direction from |s|=921.5 nm, seed 1e-04:
  a(0)=-1.30984 vs -1/b(0)=-1.30984
  b(0)=1.30984 vs -1/a(0)=1.30984
bulk, a backward, seed 1e-06: pole after 473.47 nm
  formula: 7.1933 xi0 = 473.47 nm
```
